# Width and energy of an uncharged ferroelectric domain wall, applied to hafnia: a program that tests the result

```python
# Result under test: a 180-degree ferroelectric wall with energy density
#   f = -(a/2) P^2 + (b/4) P^4 + (g/2) (dP/dx)^2 ,  domains P = +-P0, P0^2 = a/b
# has the profile P0*tanh(x/w), w = sqrt(2g/a), and the energy per area
#   sigma = (2*sqrt(2)/3) * P0^2 * sqrt(a*g).
# a: quadratic stiffness magnitude (m/F), g: gradient coefficient (J m^3/C^2),
# P0: domain polarization (C/m^2), x: distance along the wall normal.
# A lattice version (planes a distance d apart) sizes the continuum error.
import numpy as np
import sympy as sp
from scipy.constants import e as q_e, k as k_B, epsilon_0
from scipy.integrate import quad
from scipy.optimize import minimize, minimize_scalar

P0, a, g = 0.5, 2e9, 4e-11
b = a / P0**2
w = np.sqrt(2 * g / a)
sigma = 2 * np.sqrt(2) / 3 * P0**2 * np.sqrt(a * g)

# rough typical values for polar hafnia films
cell = 0.5            # nm, lattice period
film = 10.0           # nm, film thickness
eps_b = 5.0           # background relative permittivity
breakdown = 4.0       # MV/cm
screening = 0.02      # nm, both electrodes together, vacuum equivalent
temperature = 358.0   # K

# --- field equation, symbolically
X, A, G, PS = sp.symbols("x a g P_s", positive=True)
W = sp.sqrt(2 * G / A)
profile = PS * sp.tanh(X / W)
residual = -A * profile + A / PS**2 * profile**3 - G * sp.diff(profile, X, 2)
assert sp.simplify(sp.expand(residual)) == 0


# --- energy from the definition, for a tanh of any width
def local_density(P):
    return -a / 2 * P**2 + b / 4 * P**4


def energy_parts(width):
    """Local and gradient energy per area (J/m^2) of P0*tanh(x/width)."""
    def local(s):
        return local_density(P0 * np.tanh(s)) - local_density(P0)

    def gradient(s):
        return g / 2 * (P0 / width / np.cosh(s)**2)**2
    # s = x/width; the integrands are even in s
    return (2 * width * quad(local, 0, 15, epsabs=1e-3)[0],
            2 * width * quad(gradient, 0, 15, epsabs=1e-3)[0])


local_part, gradient_part = energy_parts(w)
assert abs(local_part + gradient_part - sigma) < 1e-7 * sigma
assert abs(local_part - gradient_part) < 1e-7 * sigma
best = minimize_scalar(lambda v: 1e3 * sum(energy_parts(v * 1e-9)),
                       bounds=(0.05, 1.0), method="bounded",
                       options={"xatol": 1e-7})
assert abs(best.x * 1e-9 - w) < 1e-4 * w
double_width_energy = sum(energy_parts(2 * w))
assert abs(double_width_energy - sigma / 2 * (2 + 0.5)) < 1e-6 * sigma


def first_integral_energy(stiff, grad):
    """Integral of sqrt(2*grad*delta_f) over P, with P0 held fixed."""
    def integrand(P):
        delta = stiff * P0**2 / 4 * (1 - P**2 / P0**2)**2
        return np.sqrt(2 * grad * delta)
    return quad(integrand, -P0, P0)[0]


assert abs(first_integral_energy(a, g) - sigma) < 1e-8 * sigma
no_half_local = first_integral_energy(2 * a, g)
no_half_both = first_integral_energy(2 * a, 2 * g)
width_no_half_local = np.sqrt(2 * g / (2 * a))

# --- lattice version: u = P/P0, lengths in nm, energy in units a*P0^2*nm
length_sq = g / a * 1e18
to_mJ = a * P0**2 * 1e-9 * 1e3


def laplacian(u):
    padded = np.concatenate((u[:1], u, u[-1:]))   # free ends
    return padded[2:] + padded[:-2] - 2 * u


def chain_energy(u, d):
    return (d * np.sum((1 - u**2)**2) / 4
            + length_sq / (2 * d) * np.sum(np.diff(u)**2))


def chain_gradient(u, d):
    return d * (u**3 - u) - length_sq / d * laplacian(u)


def lattice_wall(d, on_plane):
    """Relax an odd wall from a sharp step; centre on or between planes."""
    n = max(8, int(round(2.0 / d)))
    middle = np.zeros(1 if on_plane else 0)

    def full(half):
        return np.concatenate((-half[::-1], middle, half))

    def value_and_slope(half):
        u = full(half)
        return chain_energy(u, d), 2 * chain_gradient(u, d)[-n:]
    found = minimize(value_and_slope, np.ones(n), jac=True,
                     method="L-BFGS-B",
                     options={"ftol": 1e-15, "gtol": 1e-10, "maxiter": 5000})
    u = full(found.x)
    assert np.max(np.abs(chain_gradient(u, d))) / d < 1e-4
    return u, chain_energy(u, d) * to_mJ


def unstable_directions(u, d):
    n = len(u)
    bonds = np.diff(np.eye(n), axis=0)
    hessian = np.diag(d * (3 * u**2 - 1)) + length_sq / d * bonds.T @ bonds
    return int(np.sum(np.linalg.eigvalsh(hessian) < 0))


def relax_step(u, coupling, field):
    return u + 0.2 * (field + u - u**3 + coupling * laplacian(u))


# fine lattice: must return the continuum profile and energy
# (its discretization error is of order (d/w)^2 times a small factor)
d_fine = 0.02
u_fine, fine_energy = lattice_wall(d_fine, True)
x_fine = (np.arange(len(u_fine)) - len(u_fine) // 2) * d_fine * 1e-9
profile_error = np.max(np.abs(u_fine - np.tanh(x_fine / w)))
assert profile_error < 3e-3
assert abs(fine_energy - 1e3 * sigma) < 1e-3 * 1e3 * sigma
fine_between = lattice_wall(d_fine, False)[1]
assert abs(fine_between - fine_energy) < 1e-4 * fine_energy

lattice = {}
for d in (cell / 2, cell):
    u_between, e_between = lattice_wall(d, False)
    u_on, e_on = lattice_wall(d, True)
    assert unstable_directions(u_between, d) == 0
    assert unstable_directions(u_on, d) == 1
    for push in (1e-3, -1e-3):      # the saddle must lead to both minima
        u = u_on.copy()
        centre = len(u) // 2
        u[centre] += push
        for _ in range(3000):
            u = relax_step(u, length_sq / d**2, 0.0)
        assert u[centre] * push > 0
        assert abs(chain_energy(u, d) * to_mJ - e_between) < 1e-3
    lattice[d] = (e_between, e_on, e_on - e_between)

# --- threshold fields by relaxation, field in units a*P0
coupling_cell = length_sq / cell**2


def threshold(start, site):
    low, high = 0.0, 0.6
    for _ in range(16):
        field = (low + high) / 2
        u = start.copy()
        for _ in range(4000):
            u = relax_step(u, coupling_cell, field)
            if u[site] > 0:
                break
        if u[site] > 0:
            high = field
        else:
            low = field
    return (low + high) / 2


to_MV_cm = a * P0 / 1e8
uniform_formula = 2 * a * P0 / (3 * np.sqrt(3)) / 1e8
uniform_found = threshold(-np.ones(12), 6) * to_MV_cm
assert abs(uniform_found - uniform_formula) < 1e-3 * uniform_formula
step = np.concatenate((np.ones(6), -np.ones(6)))
wall_field = threshold(step, 6) * to_MV_cm
assert wall_field < uniform_found

# --- temperature: barrier per cell area against kT
barrier_cell = lattice[cell][2] * 1e-3 * (cell * 1e-9)**2 / q_e
thermal = k_B * temperature / q_e

# --- incomplete screening in a short-circuited uniform film
# unknowns eps0*E and D: D - eps_b*(eps0*E) = P0, film*(eps0*E) + screening*D = 0
solution = np.linalg.solve([[-eps_b, 1.0], [film, screening]], [P0, 0.0])
depol_field = -solution[0] / epsilon_0 / 1e8
added = screening / (epsilon_0 * (film + eps_b * screening))
assert abs(depol_field * 1e8 - added * P0) < 1e-9 * added * P0
P_film = np.sqrt((a - added) / b)
# check by minimizing the film's energy with the added stiffness
film_min = minimize_scalar(lambda P: (local_density(P) + added * P**2 / 2) / 1e8,
                           bounds=(0.1, 0.8), method="bounded",
                           options={"xatol": 1e-9})
assert abs(film_min.x - P_film) < 1e-5

# --- polarization varying along its own direction, D = 0
charged_stiffness = 1 / (epsilon_0 * eps_b)
assert charged_stiffness > a

print(f"domain polarization P0 = {P0:.2f} C/m2")
print(f"quadratic stiffness a = {a:.2e} m/F")
print(f"quartic coefficient b = {b:.2e} J m5/C4")
print(f"gradient coefficient g = {g:.2e} J m3/C2")
print(f"well depth a P0^2/4 = {a * P0**2 / 4:.3e} J/m3")
print(f"tanh width w = {w * 1e9:.4f} nm")
print(f"full width 2w = {2 * w * 1e9:.4f} nm")
print(f"P(w)/P0 = {np.tanh(1.0):.4f}")
print(f"wall energy sigma = {sigma * 1e3:.3f} mJ/m2")
print(f"wall energy sigma = {sigma / q_e * 1e-18:.4f} eV/nm2")
print(f"local part by quadrature = {local_part * 1e3:.3f} mJ/m2")
print(f"gradient part by quadrature = {gradient_part * 1e3:.3f} mJ/m2")
print(f"best trial width = {best.x:.4f} nm")
print(f"energy of tanh with width 2w = {double_width_energy * 1e3:.3f} mJ/m2")
print("other conventions, same a, g and P0:")
print(f" -a P^2, (g/2)P'^2: width = {width_no_half_local * 1e9:.4f} nm")
print(f" -a P^2, (g/2)P'^2: energy = {no_half_local * 1e3:.2f} mJ/m2")
print(f" -a P^2, g P'^2: width = {np.sqrt(4 * g / (2 * a)) * 1e9:.4f} nm")
print(f" -a P^2, g P'^2: energy = {no_half_both * 1e3:.2f} mJ/m2")
print(f"fine lattice spacing = {d_fine:.3f} nm")
print(f"fine lattice wall energy = {fine_energy:.3f} mJ/m2")
print(f"fine lattice largest profile error / P0 = {profile_error:.1e}")
print(f"hafnia cell (rough) = {cell:.2f} nm")
print(f"share of reversal within one cell = {np.tanh(cell * 1e-9 / 2 / w):.3f}")
for d, (e_between, e_on, barrier) in lattice.items():
    print(f"d = {d:.2f} nm: wall between planes = {e_between:.2f} mJ/m2")
    print(f"d = {d:.2f} nm: wall on a plane = {e_on:.2f} mJ/m2")
    print(f"d = {d:.2f} nm: barrier = {barrier:.2f} mJ/m2")
print(f"barrier per cell area, d = {cell:.2f} nm: {barrier_cell:.4f} eV")
print(f"temperature of use (rough) = {temperature:.0f} K")
print(f"thermal energy kT = {thermal:.4f} eV")
print(f"barrier per cell area / kT = {barrier_cell / thermal:.2f}")
print(f"uniform instability field, formula = {uniform_formula:.3f} MV/cm")
print(f"uniform instability field, relaxation = {uniform_found:.3f} MV/cm")
print(f"wall-motion field, d = {cell:.2f} nm: {wall_field:.3f} MV/cm")
print(f"breakdown field (rough) = {breakdown:.1f} MV/cm")
print(f"wall-motion field / breakdown = {wall_field / breakdown:.2f}")
print(f"film thickness (rough) = {film:.1f} nm")
print(f"total screening length (rough) = {screening:.3f} nm")
print(f"background permittivity (rough) = {eps_b:.1f} (relative)")
print(f"depolarizing field at fixed P0 = {depol_field:.3f} MV/cm")
print(f"added stiffness from screening = {added:.3e} m/F")
print(f"film polarization after response = {P_film:.4f} C/m2")
print(f"stiffness 1/(eps0 eps_b) at D = 0: {charged_stiffness:.3e} m/F")
print(f"that stiffness / a = {charged_stiffness / a:.2f}")
print("all good")
```

Running it gives:

```
domain polarization P0 = 0.50 C/m2
quadratic stiffness a = 2.00e+09 m/F
quartic coefficient b = 8.00e+09 J m5/C4
gradient coefficient g = 4.00e-11 J m3/C2
well depth a P0^2/4 = 1.250e+08 J/m3
tanh width w = 0.2000 nm
full width 2w = 0.4000 nm
P(w)/P0 = 0.7616
wall energy sigma = 66.667 mJ/m2
wall energy sigma = 0.4161 eV/nm2
local part by quadrature = 33.333 mJ/m2
gradient part by quadrature = 33.333 mJ/m2
best trial width = 0.2000 nm
energy of tanh with width 2w = 83.333 mJ/m2
other conventions, same a, g and P0:
 -a P^2, (g/2)P'^2: width = 0.1414 nm
 -a P^2, (g/2)P'^2: energy = 94.28 mJ/m2
 -a P^2, g P'^2: width = 0.2000 nm
 -a P^2, g P'^2: energy = 133.33 mJ/m2
fine lattice spacing = 0.020 nm
fine lattice wall energy = 66.644 mJ/m2
fine lattice largest profile error / P0 = 5.6e-04
hafnia cell (rough) = 0.50 nm
share of reversal within one cell = 0.848
d = 0.25 nm: wall between planes = 58.60 mJ/m2
d = 0.25 nm: wall on a plane = 65.75 mJ/m2
d = 0.25 nm: barrier = 7.15 mJ/m2
d = 0.50 nm: wall between planes = 36.93 mJ/m2
d = 0.50 nm: wall on a plane = 81.73 mJ/m2
d = 0.50 nm: barrier = 44.80 mJ/m2
barrier per cell area, d = 0.50 nm: 0.0699 eV
temperature of use (rough) = 358 K
thermal energy kT = 0.0309 eV
barrier per cell area / kT = 2.27
uniform instability field, formula = 3.849 MV/cm
uniform instability field, relaxation = 3.849 MV/cm
wall-motion field, d = 0.50 nm: 2.744 MV/cm
breakdown field (rough) = 4.0 MV/cm
wall-motion field / breakdown = 0.69
film thickness (rough) = 10.0 nm
total screening length (rough) = 0.020 nm
background permittivity (rough) = 5.0 (relative)
depolarizing field at fixed P0 = 1.118 MV/cm
added stiffness from screening = 2.236e+08 m/F
film polarization after response = 0.4712 C/m2
stiffness 1/(eps0 eps_b) at D = 0: 2.259e+10 m/F
that stiffness / a = 11.29
all good
```
